# Kimball's tails of the structure factor and the momentum distribution, part 1

(Sections cited here and not found follow in the second part.)

## The cusp and the tail of the structure factor

Anyone converging the correlation energy of a periodic system in plane waves must decide when to stop raising the cutoff. One can pay for more plane waves, extrapolate from a few affordable cutoffs, or put the distance between electrons into the wavefunction explicitly. The choice depends on how much correlation lies at large wavevectors and how quickly it dies away. For the uniform electron gas both questions have a definite answer, because the correlation at large wavevectors comes from pairs of electrons at very small separation, and there the Coulomb repulsion fixes the shape of the wavefunction.

Consider $N$ electrons in a periodic cube of volume $V$, with a uniform neutralizing background. The density is $n = N/V$, the two spins are equally populated, and the state is the non-relativistic ground state, assumed uniform and symmetric under inversion. Hartree atomic units are used, so lengths are in bohr and wavevectors in inverse bohr. The wavefunction $\Psi$ is normalized to one. The density of ordered pairs, summed over spins, is

$$ \rho_2(\mathbf r_1, \mathbf r_2) = N(N-1) \sum_{\rm spins} \int |\Psi|^2 \, d^3r_3 \cdots d^3r_N = n^2 g(\mathbf r), \qquad \mathbf r = \mathbf r_1 - \mathbf r_2 . $$

This defines the pair distribution $g$. In a large system it tends to one at large separation. An ordered pair has four possible spin combinations, two parallel and two opposite. Each spin has density $n/2$, and each spin-resolved pair density is written as $(n/2)^2$ times its own pair distribution, so that

$$ n^2 g = 2 \left( \frac n2 \right)^2 g_{\uparrow\uparrow} + 2 \left( \frac n2 \right)^2 g_{\uparrow\downarrow}, \qquad g = \tfrac12 \left( g_{\uparrow\uparrow} + g_{\uparrow\downarrow} \right). $$

Two electrons of parallel spin cannot be at the same point, so $g_{\uparrow\uparrow}(0) = 0$ and $g(0) = \tfrac12 g_{\uparrow\downarrow}(0)$. Without interaction $g_{\uparrow\downarrow} = 1$ and $g(0) = \tfrac12$. The factor of two matters: a tail written with $g_{\uparrow\downarrow}(0)$ has half the coefficient of one written with $g(0)$.

The structure factor measures density fluctuations of wavevector $\mathbf q$. With $\rho_{\mathbf q} = \sum_i e^{-i \mathbf q \cdot \mathbf r_i}$,

$$ S(\mathbf q) = \frac1N \langle \rho_{\mathbf q} \rho_{-\mathbf q} \rangle = \frac1N \sum_{i,j} \langle e^{-i \mathbf q \cdot (\mathbf r_i - \mathbf r_j)} \rangle . $$

The $N$ terms with $i = j$ give one. The terms with $i \neq j$ are an average over ordered pairs, that is, over $\rho_2$. One of the two position integrals gives $V$, and $n^2 V / N = n$, hence

$$ S(\mathbf q) = 1 + n \int g(\mathbf r) \, e^{-i \mathbf q \cdot \mathbf r} \, d^3r = 1 + n \int [g(\mathbf r) - 1] \, e^{-i \mathbf q \cdot \mathbf r} \, d^3r , \qquad \mathbf q \neq 0 . $$

The subtraction of one changes nothing, since a plane wave with an allowed nonzero $\mathbf q$ integrates to zero over the cube. It makes the integrand small at large separation when the cube grows.

The behaviour of $g$ near $r = 0$ follows from the Schrödinger equation. Let electrons 1 and 2 approach each other while the others stay away, and use $\mathbf r$ and the midpoint $\mathbf R = (\mathbf r_1 + \mathbf r_2)/2$. Then $\nabla_1 = \nabla_{\mathbf r} + \tfrac12 \nabla_{\mathbf R}$ and $\nabla_2 = -\nabla_{\mathbf r} + \tfrac12 \nabla_{\mathbf R}$. On adding the squares the mixed terms cancel:

$$ -\tfrac12 \nabla_1^2 - \tfrac12 \nabla_2^2 = -\nabla_{\mathbf r}^2 - \tfrac14 \nabla_{\mathbf R}^2 . $$

The Schrödinger equation becomes

$$ \left( -\nabla_{\mathbf r}^2 + \frac1r \right) \Psi = \left( E + \tfrac14 \nabla_{\mathbf R}^2 + \tfrac12 \sum_{i>2} \nabla_i^2 - W \right) \Psi , $$

where $W$ holds all other potential terms. These are smooth at $r = 0$ as long as no third electron is there. The right side therefore has no $1/r$ singularity, and the one on the left must be cancelled by the kinetic energy of the relative motion.

Expand $\Psi$ in spherical harmonics of the direction of $\mathbf r$. The part of angular momentum $l$ starts as $(a r^l + b r^{l+1}) Y_{lm}$. For any power $p$,

$$ \nabla^2 \left( r^{l+p} Y_{lm} \right) = \left[ (l+p)(l+p+1) - l(l+1) \right] r^{l+p-2} Y_{lm} . $$

The bracket is zero for $p = 0$. For $p = 1$ it is $(l+1)(l+2) - l(l+1) = 2(l+1)$. The right side of the Schrödinger equation has an $l$ component that starts no lower than $r^l$, because its operators are smooth in $\mathbf r$. The terms in $r^{l-1}$ on the left must then cancel among themselves:

$$ -2(l+1) \, b + a = 0 , \qquad b = \frac{a}{2(l+1)} . $$

So an $s$ wave behaves as $1 + r/2$ and a $p$ wave as $r (1 + r/4)$. The energy and the surroundings do not enter these slopes; they first appear in the next power of $r$. The regular Coulomb waves, which solve the two-electron problem at a given relative momentum, provide a test. At two relative momenta, 0.7 and 1.5 inverse bohr, their logarithmic slopes at the origin, taken after dividing the radial function by $r^l$, agree with $1/2$ for $l = 0$ and with $1/4$ for $l = 1$, within the small error of the finite difference.

For a pair of opposite spins the wavefunction may contain even and odd partial waves. To first order in $r$,

$$ \Psi = \Psi_0 \left( 1 + \frac r2 \right) + \mathbf c \cdot \mathbf r + O(r^2) , \qquad |\Psi|^2 = |\Psi_0|^2 (1 + r) + 2 \, {\rm Re} \left( \Psi_0^* \, \mathbf c \cdot \mathbf r \right) + O(r^2) . $$

The term linear in the vector $\mathbf r$ drops out of $g$, since $g(\mathbf r) = g(-\mathbf r)$: exchanging the names of the two members of a pair reverses $\mathbf r$. What is left is

$$ g(\mathbf r) = g(0) (1 + r) + O(r^2) . $$

This is the cusp of the pair distribution. The slope is one, twice that of the wavefunction, because the density is a square. Parallel spins have odd partial waves only. Their $p$ wave gives

$$ g_{\uparrow\uparrow} = C r^2 \left( 1 + \frac r2 \right) + O(r^4) $$

in the isotropic gas, with a constant $C$ that depends on the state. Here the first odd power of $r$ is the third.

Integrating over the other electrons includes configurations in which a third electron is close to the pair, where the expansion above does not hold. These configurations fill a small volume. It is assumed, as part of the usual regular behaviour of Coulomb wavefunctions, that they do not alter the first non-smooth term of $g$.

The distinction between odd and even powers of $r$ matters because $r^2 = x^2 + y^2 + z^2$ is smooth at the origin, whereas $r$ has a kink there. A smooth function has a Fourier transform that falls faster than any power, so a power tail must come from the kinks. To find it, take $r^m$ with a convergence factor $e^{-\epsilon r}$ and let $\epsilon$ go to zero at the end. The integral over directions gives $4\pi \sin(qr)/(qr)$, and therefore

$$ \int r^m e^{-\epsilon r} e^{-i \mathbf q \cdot \mathbf r} d^3r = \frac{4\pi}{q} \, {\rm Im} \int_0^\infty r^{m+1} e^{-(\epsilon - iq) r} dr = \frac{4\pi}{q} \, {\rm Im} \, \frac{(m+1)!}{(\epsilon - iq)^{m+2}} . $$

As $\epsilon \to 0$, $1/(-iq) = i/q$, and the result is

$$ \frac{4\pi \, (m+1)!}{q^{m+3}} \, {\rm Im} \left( i^{\,m+2} \right) . $$

For even $m$ the power of $i$ is real and there is no tail. For $m = 1$, $i^3 = -i$ and the tail is $-8\pi/q^4$. For $m = 3$, $i^5 = i$ and it is $+96\pi/q^6$.

The convergence factor gives the transform of a pure power, while $g - 1$ has that form only near the origin. To see that this suffices, write

$$ g(\mathbf r) - 1 = g(0) \, r \, e^{-r^2} + f(\mathbf r) . $$

The first term carries the whole linear kink. The first non-smooth term of $f$ is of third degree, like $r^3$. Since $\nabla^2 r^3 = 12 r$ and $\nabla^2 r = 2/r$, applying the Laplacian twice to $r^3$ gives $24/r$, which is integrable at the origin. Two Laplacians multiply a Fourier transform by $q^4$. Hence $q^4$ times the transform of $f$ is the transform of an integrable function, which tends to zero at large $q$ by the Riemann–Lebesgue lemma. The remainder $f$ therefore falls faster than $q^{-4}$. For the linear kink, the same operation gives $\nabla^2 (2/r) = -8\pi \, \delta(\mathbf r)$, and the transform of the delta function is constant. This is the coefficient $-8\pi$ again.

A numerical transform of $r e^{-r^2} = r - r^3 + \dots$ tests the lemma. At $q = 20$ the two leading terms are $-8\pi/q^4 - 96\pi/q^6 = -1.61792 \times 10^{-4}$, and quadrature gives $-1.61977 \times 10^{-4}$, a relative difference of about 0.1%. The transform of the smooth function $r^2 e^{-r^2}$ is below $10^{-10}$ at the same $q$.

In an infinite gas there is one more concern. At large separation $g - 1$ oscillates with wavevector $2k_F$, where $k_F$ is the Fermi wavevector, and decays slowly. Such oscillations make $S(q)$ non-smooth at the finite wavevector $2k_F$. A long-range oscillation of fixed wavevector cannot produce a tail at arbitrarily large $q$, and it is assumed that the long-range part of $g$ contains no others that matter there. Under these conditions the cusp gives

$$ \boxed{ \; S(q) - 1 \;\to\; -\frac{8\pi \, n \, g(0)}{q^4} \; } $$

In general units the slope of the cusp is $1/a_B$, where $a_B$ is the bohr radius, and the right side is divided by $a_B$. The sign is negative because $g$ rises linearly from the origin and the transform of $r$ has a negative tail. Density fluctuations of short wavelength are therefore weaker than those of randomly placed electrons, for which $S = 1$. Depletion of close pairs does not by itself fix the sign: parallel pairs are absent at contact, yet their tail, found next, is positive.

Parallel spins enter at the next order. Their share of $g$ is $\tfrac12 g_{\uparrow\uparrow}$, with the odd term $\tfrac14 C r^3$, so their contribution to $S - 1$ is

$$ n \cdot \frac C4 \cdot \frac{96\pi}{q^6} = \frac{24\pi n C}{q^6} . $$

Opposite spins also have terms in $r^3$, which give further contributions of order $q^{-6}$. The leading tail thus requires $q$ to be far above both $k_F$ and one inverse bohr. The parallel-spin term equals the leading one in size at $q^2 = 3C/g(0)$, so $q$ must also be far above that value. What matters is the ratio $C/g(0)$, not $g(0)$ alone, since a repulsion that keeps electrons apart reduces $C$ as well. In a fully spin-polarized gas $g(0) = 0$, and the tail starts with $q^{-6}$.

The Coulomb energy shows what the tail means for a cutoff. The potential $1/r$ has the Fourier components $4\pi/q^2$, and the background removes $q = 0$. The energy per electron is

$$ \frac{E_C}{N} = \frac{1}{2V} \sum_{\mathbf q \neq 0} \frac{4\pi}{q^2} \left[ S(\mathbf q) - 1 \right] , $$

where the $-1$ removes the interaction of each electron with itself. For a large cube the sum becomes $V \int d^3q/(2\pi)^3$, and the factors combine to $\tfrac12 \cdot 4\pi \cdot 4\pi / (8\pi^3) = 1/\pi$. The part from $q > Q$ is

$$ \frac1\pi \int_Q^\infty [S(q) - 1] \, dq \;\to\; -\frac{8 n g(0)}{3 Q^3} . $$

It falls as the inverse cube of the cutoff, and the number of plane waves grows as the cube. A tenfold reduction of this part thus costs about ten times as many plane waves. The kinetic energy has a tail too, and it requires the momentum distribution.

Under the stated assumptions, the cusp fixes the leading tail of the structure factor, $-8\pi n g(0)/q^4$, and with it a Coulomb energy beyond the cutoff that falls as $Q^{-3}$. What remains is the tail of the momentum distribution, the kinetic energy it carries, and tests of both tails in periodic systems.
